# Reflection from a uniaxial film with its optic axis normal, part 2

A plane wave of vacuum wavenumber $k_0$ falls at angle $\theta$ from a lossless ambient ($\varepsilon_a$) on a film of thickness $d$ over a substrate ($\varepsilon_b$). The film has permittivity $\varepsilon_o$ in its plane and $\varepsilon_e$ along its normal $z$, which points into the sample. The plane of incidence is $xz$. Fields vary as $e^{i(k_0\xi x-\omega t)}$ with $\xi=\sqrt{\varepsilon_a}\sin\theta$, and $h=Z_0H$ ($Z_0$: vacuum impedance) has the unit of $E$. A prime denotes $d/d\zeta$, with $\zeta=k_0z$; the film fills $0<\zeta<\delta$.

The tangential fields are $U=E_y$, $V=-h_x$ for s and $U=h_y$, $V=E_x$ for p. The coefficient $r$ ($r_s$ or $r_p$) is reflected over incident $U$ at $z=0$. A wave $e^{+iq\zeta}$ has $V=yU$. In ambient, film and substrate, $y_a,y_f,y_b$ are $q_a,q_s,q_b$ for s and $q_a/\varepsilon_a,q_p/\varepsilon_o,q_b/\varepsilon_b$ for p, where $q_a^2=\varepsilon_a-\xi^2$, $q_b^2=\varepsilon_b-\xi^2$, $q_s^2=\varepsilon_o-\xi^2$ and $q_p^2=\varepsilon_o(1-\xi^2/\varepsilon_e)$. In the film, $q$ is $q_s$ or $q_p$.

The first derivation, using two plane waves in a homogeneous film, gave

$$ r = \frac{r_{af} + r_{fb} P}{1 + r_{af} r_{fb} P} , \qquad P = e^{2 i q \delta} , \qquad \delta = k_0 d , \tag{1} $$

The second derivation follows $V/U$ through the film and must recover

$$ r = \frac{r_{af} + r_{fb} e^{2iq\delta}}{1 + r_{af} r_{fb} e^{2iq\delta}} , \qquad r_{ij} = \frac{y_i - y_j}{y_i + y_j} . \tag{12} $$

Maxwell's equations have given, even for depth-dependent permittivities, for s

$$ U' = i V , \qquad V' = i (\varepsilon_o - \xi^2) U . \tag{13} $$

and for p

$$ U' = i \varepsilon_o V , \qquad V' = i \left( 1 - \frac{\xi^2}{\varepsilon_e} \right) U . \tag{14} $$

The numerical case has wavelength 600 nm, $d=100$ nm, $\theta=65^\circ$, $\varepsilon_a=1$, $\varepsilon_o=4+0.1i$, $\varepsilon_e=3+0.05i$ and $\varepsilon_b=15+0.2i$. It gave $|r_s|^2=0.208$ and $|r_p|^2=0.061$.

### Equation for the ratio

Let $Y = V/U$. The quotient rule gives $Y' = V'/U - V U'/U^2$, so that

$$ \text{s:} \quad Y' = i \left( \varepsilon_o - \xi^2 - Y^2 \right) , \tag{15} $$

$$ \text{p:} \quad Y' = i \left( 1 - \frac{\xi^2}{\varepsilon_e} - \varepsilon_o Y^2 \right) . \tag{16} $$

These are Riccati equations. Since $U$ and $V$ are tangential and continuous, $Y$ is continuous across the faces. The substrate supplies the starting value $Y(\delta) = y_b$, and integration towards smaller $\zeta$ gives $Y(0) = Y_0$. In the ambient at the surface, $U = 1 + r$ and $V = y_a (1 - r)$. Therefore

$$ Y_0 = y_a \frac{1 - r}{1 + r} , \qquad r = \frac{y_a - Y_0}{y_a + Y_0} . \tag{17} $$

The claim about $r_s$ can be read off before anything is solved. Equation (15), its starting value $q_b$ and relation (17) do not contain $\varepsilon_e$.

The argument also covers a film whose permittivities $\varepsilon_o(z)$ and $\varepsilon_e(z)$ vary with depth, or a stack of such films, provided the axis stays normal everywhere. Then $r_s$ depends on the profile of $\varepsilon_o$ and not on that of $\varepsilon_e$.

### Solution for a homogeneous film

For constant permittivities both equations read

$$ Y' = i g (y_f^2 - Y^2) , \qquad g y_f = q , $$

with $g = 1$ for s and $g = \varepsilon_o$ for p. In the p case $g y_f^2 = q_p^2/\varepsilon_o = 1 - \xi^2/\varepsilon_e$, as (16) requires. Define

$$ u = \frac{y_f - Y}{y_f + Y} . $$

Its derivative is

$$ u' = \frac{-Y'(y_f + Y) - (y_f - Y) Y'}{(y_f + Y)^2} = - \frac{2 y_f Y'}{(y_f + Y)^2} . $$

Inserting $Y' = i g (y_f - Y)(y_f + Y)$ cancels one factor of $y_f + Y$ and leaves

$$ u' = - 2 i g y_f \, u = - 2 i q u . $$

The solution that starts from $u(\delta) = (y_f - y_b)/(y_f + y_b) = r_{fb}$ is $u(\zeta) = r_{fb} e^{2iq(\delta - \zeta)}$. At the surface $u_0 = r_{fb} e^{2iq\delta}$. Solving the definition of $u$ for $Y$ gives $Y_0 = y_f (1 - u_0)/(1 + u_0)$, and (17) becomes

$$ r = \frac{y_a (1 + u_0) - y_f (1 - u_0)}{y_a (1 + u_0) + y_f (1 - u_0)} = \frac{r_{af} + u_0}{1 + r_{af} u_0} . $$

In the last step numerator and denominator were grouped by powers of $u_0$ and divided by $y_a + y_f$. This is (12).

A second form of $Y_0$ shows that the square root in $q$ is harmless. Multiply numerator and denominator of $y_f(1-u_0)/(1+u_0)$ by $(y_f + y_b) e^{-iq\delta}$, write the exponentials as sines and cosines, and divide by $2y_f$:

$$ Y_0 = \frac{y_b \cos q\delta - i (q/g) \sin q\delta}{\cos q\delta - i y_b g \, (\sin q\delta)/q} . \tag{18} $$

The functions $\cos q\delta$, $q \sin q\delta$ and $(\sin q\delta)/q$ have power series in $q^2$. For $q \to 0$ at fixed nonzero $g$ the expression tends to $y_b/(1 - i y_b g \delta)$, which also solves $Y' = -igY^2$ with the same starting value. For p this is the case $\varepsilon_e \to \xi^2$. If instead $\varepsilon_o \to 0$, then $g$ vanishes together with $q$, while $q^2/g = 1 - \xi^2/\varepsilon_e$ stays finite. Equation (18) then tends to $y_b - i (1 - \xi^2/\varepsilon_e) \delta$, in agreement with (16) at $\varepsilon_o = 0$.

### Energy and absorption

The time-averaged power flow towards $+z$ is proportional to $\mathrm{Re}(E_x h_y^* - E_y h_x^*)$, which equals $\mathrm{Re}(V U^*)$ in either polarization. Equations (13) and (14) give

$$ \text{s:} \quad \frac{d}{d\zeta} \mathrm{Re}(V U^*) = - \mathrm{Im}(\varepsilon_o) \, |E_y|^2 , $$

$$ \text{p:} \quad \frac{d}{d\zeta} \mathrm{Re}(V U^*) = - \mathrm{Im}(\varepsilon_o) \, |E_x|^2 - \mathrm{Im}(\varepsilon_e) \, |E_z|^2 . $$

The last term arises from $-\mathrm{Im}(1 - \xi^2/\varepsilon_e)|h_y|^2 = -\xi^2 \, \mathrm{Im}(\varepsilon_e) |h_y|^2/|\varepsilon_e|^2$ and $E_z = -\xi h_y/\varepsilon_e$. The s wave is absorbed through $\varepsilon_o$ alone. An absorption line that appears only in $\varepsilon_e$ is therefore absent from $r_s$ and can appear in $r_p$ at oblique incidence.

### How strongly the p wave senses the normal permittivity

By (18), $r_p$ depends on $\varepsilon_e$ through $q_p^2$, and there $\varepsilon_e$ appears as $\xi^2/\varepsilon_e$. If $\varepsilon_e$ is changed with all else fixed, the change of $r_p$ at small angles therefore generally starts in proportion to $\xi^2$, that is, to $\sin^2\theta$. In special cases the coefficient vanishes and the onset is of higher order. A lossless film with $\varepsilon_b = \varepsilon_o$ and $q\delta = \pi$ at normal incidence is an example.

For a small change the coefficient can be found. Let $\Delta(1/\varepsilon_e)$ be the change of the inverse permittivity and $\Delta Y$ the resulting change of $Y$. To first order (16) gives

$$ (\Delta Y)' = - i \xi^2 \Delta(1/\varepsilon_e) - 2 i \varepsilon_o Y \Delta Y . $$

Since $h_y' = i \varepsilon_o Y h_y$, multiplication by $h_y^2$ removes the last term:

$$ \left( h_y^2 \, \Delta Y \right)' = - i \xi^2 h_y^2 \, \Delta(1/\varepsilon_e) . $$

The substrate is unchanged, so $\Delta Y(\delta) = 0$. Integration from $0$ to $\delta$, with $h_y(0) = 1 + r_p$ for unit incident amplitude, gives

$$ (1 + r_p)^2 \Delta Y_0 = i \xi^2 \int_0^{\delta} h_y^2 \, \Delta(1/\varepsilon_e) \, d\zeta . $$

From (17), $dr/dY_0 = -2y_a/(y_a + Y_0)^2$, and $y_a + Y_0 = 2y_a/(1 + r)$, so $dr/dY_0 = -(1+r)^2/(2y_a)$. Hence

$$ \Delta r_p = - \frac{i \xi^2}{2 y_a} \int_0^{\delta} h_y^2 \, \Delta(1/\varepsilon_e) \, d\zeta , \tag{19} $$

to first order in the change. The square is $h_y^2$, not $|h_y|^2$, so contributions from different depths can cancel in part or, in special cases, entirely.

In the numerical case, making the film isotropic by setting $\varepsilon_e = \varepsilon_o$ changes $r_p$ by the following magnitudes.

| $\theta$ | 0° | 20° | 45° | 65° | 80° |
|---|---|---|---|---|---|
| change of $r_p$ | 0 | 0.005 | 0.027 | 0.048 | 0.042 |

The ratio of the changes at 2° and 1° is 4.00, as the quadratic onset requires. The decrease from 65° to 80° fits the other limit. At grazing incidence $y_a \to 0$, and (17) gives $r_p \to -1$ for any film with finite, nonzero $Y_0$. The change then vanishes at both ends of the angular range, and it is largest somewhere between them.

### Consequence for ellipsometry

Ellipsometry measures $r_p/r_s = \tan\Psi \, e^{i\Delta}$, where $\Delta$ now denotes the phase angle. With the time factor $e^{+i\omega t}$ its sign would be reversed. At 65° the reflectances found earlier give $\tan\Psi = \sqrt{0.0605/0.2079}$, or $\Psi = 28.3^\circ$, and the phase difference is $\Delta = 43.2^\circ$. The isotropic film with $\varepsilon_e = \varepsilon_o$ gives $\Psi = 31.7^\circ$ and $\Delta = 50.1^\circ$. Its $r_s$ is the same, so the whole difference comes from $r_p$. The p reflectance of the isotropic film is 0.079 instead of 0.061, an excess of about 31% relative to the uniaxial value.

Measurements of $r_s$, at however many angles, cannot determine $\varepsilon_e$. They can constrain $\varepsilon_o$ and $d$, after which oblique p data carry the information on $\varepsilon_e$. This is a statement about dependence at fixed $\varepsilon_o$. A physical change of the film, such as a strain, may alter both permittivities and so change $r_s$ through $\varepsilon_o$.

### When the axis is tilted

For an axis along the unit vector $c$ the tensor is $\varepsilon_{jk} = \varepsilon_o \delta_{jk} + (\varepsilon_e - \varepsilon_o) c_j c_k$, where $\delta_{jk}$ is the unit tensor. If the tilt $\tau$ lies in the plane of incidence, $c_y = 0$. Then $\varepsilon_{yy} = \varepsilon_o$ and $\varepsilon_{yx} = \varepsilon_{yz} = 0$, and (13) is unchanged. The normal direction is thus sufficient for the result but, at one fixed azimuth, not necessary.

If the tilt is perpendicular to the plane of incidence, $c = (0, \sin\tau, \cos\tau)$ and

$$ \varepsilon_{yy} = \varepsilon_o + (\varepsilon_e - \varepsilon_o)\sin^2\tau , \qquad \varepsilon_{yz} = (\varepsilon_e - \varepsilon_o) \sin\tau \cos\tau . $$

The s field now drives a response that involves $\varepsilon_e$, and at oblique incidence $\varepsilon_{yz}$ couples s to p. Reflection in the $xz$ plane turns $\tau$ into $-\tau$ and reverses both the incident and the reflected $E_y$. Their ratio is therefore even in $\tau$, and its change begins at second order. In the numerical case it is $1.1 \times 10^{-4}$ for 1° and $4.3 \times 10^{-4}$ for 2°. For 5° it is $2.7 \times 10^{-3}$, about 0.6% of $|r_s|$, and for 30° it is 0.086. The same reflection leaves $h_y$ unchanged, so the amplitude converted from s to p, the ratio of reflected $h_y$ to incident $E_y$, is odd in $\tau$ and begins at first order. Its magnitude in the numerical case is $1.8 \times 10^{-3}$ for 1° and $9.0 \times 10^{-3}$ for 5°, larger than the change of $r_s$ at these tilts.

### What each derivation assumes

Both derivations assume linear, local, nonmagnetic media, flat interfaces and an axis normal to them. Both use the continuity of tangential fields and a single outgoing or decaying wave in the substrate. They differ in what they ask of the film.

The first assumes a homogeneous film, since it builds the field from two plane waves. In return it shows the direction of the electric field in each wave, and it identifies $r_{af}$, $r_{fb}$ and $P$ with reflection at each face and a double passage. It needs $q \neq 0$: at $q = 0$ the two exponentials coincide and no longer span the solutions, so that the result must be taken as a limit. Equation (1) must also be read as a limit if $y_a + y_f$ or $y_f + y_b$ vanishes, because an interface coefficient is then infinite.

The second assumes only that the permittivities do not vary along the surface and, for p, that $\varepsilon_e$ is zero at no depth. It establishes the absence of $\varepsilon_e$ from $r_s$ for any depth profile, and its differential equations hold at $q = 0$ as they stand; only the closed solution through $u$ reaches that case as a limit, by (18). Homogeneity enters when (15) and (16) are solved in closed form. Its variable $Y$ becomes infinite where $U = 0$, but this is a defect of the ratio, not of the fields: (13) and (14) remain regular there.

The two derivations share Maxwell's equations and the boundary conditions, so their agreement checks the algebra and not these premises. A separate numerical solution for the full permittivity tensor tests the closed formulas on 200 random absorbing films, some with negative real permittivities. The largest discrepancy in any amplitude is $6 \times 10^{-16}$, in units of the incident amplitude. In the same solution, replacing $\varepsilon_e = 3 + 0.05i$ by $9 + 0.5i$ in the numerical case leaves $r_s = -0.428 + 0.158i$ and moves $r_p$ to $-0.253 - 0.208i$. The numerical output lists these values with further digits.

## Computed results

```
wavelength = 600 nm, thickness = 100 nm
angle of incidence = 65 deg
eps_a = 1.00, eps_o = 4.00+0.10j (dimensionless)
eps_e = 3.00+0.05j, eps_b = 15.00+0.20j (dimensionless)
k0*d = 1.04720 rad, xi = 0.90631, xi^2 = 0.82139
q_a = 0.42262+0.00000i, q_b = 3.76554+0.02656i (units of k0)
s: film q = 1.78309+0.02804i (units of k0)
s: r_af = -0.61686-0.00487i, r_fb = -0.35725+0.00378i
s: phase factor P = -0.78202-0.52689i
s: r = -0.42763+0.15827i, reflectance = 0.20791
p: film q = 1.70451+0.02666i (units of k0)
p: r_af = -0.00404+0.00468i, r_fb = 0.25851-0.00144i
p: phase factor P = -0.86026-0.39280i
p: r = -0.22662-0.09564i, reflectance = 0.06050
full-field solution: r_ss = -0.42763+0.15827i
full-field solution: r_pp = -0.22662-0.09564i
isotropic film (eps_e = eps_o): r_s = -0.42763+0.15827i
isotropic film (eps_e = eps_o): r_p = -0.24461-0.13990i
isotropic film: p reflectance = 0.07941
uniaxial: Psi = 28.344 deg, Delta = 43.192 deg
isotropic: Psi = 31.716 deg, Delta = 50.077 deg
full fields, eps_e changed to 9.00+0.50j:
  r_ss = -0.42763+0.15827i, r_pp = -0.25254-0.20808i
angle (deg), R_s, R_p uniaxial, R_p isotropic, |change of r_p|
   0  0.10716  0.10716  0.10716  0.00000
  20  0.10670  0.08471  0.08768  0.00516
  45  0.11764  0.02935  0.03912  0.02654
  65  0.20791  0.06050  0.07941  0.04777
  80  0.49920  0.33418  0.36587  0.04202
change of r_p, ratio 2 deg to 1 deg incidence = 4.0005
|change of r_ss| for axis tilt out of the plane of incidence:
  tilt  1 deg: 1.065e-04
  tilt  2 deg: 4.258e-04
  tilt  5 deg: 2.655e-03
  tilt 30 deg: 8.638e-02
tilt-change ratio, 2 deg to 1 deg = 3.9987
|change of r_ss|, 30 deg in-plane tilt = 0.0e+00
random films = 200, largest error = 5.6e-16
```
